\section*{The 22 NDDO Two-Centre Integrals and the Dewar–Thiel Multipole Model}

\section{Setting and conventions}

Two bonded atoms A and B each carry a valence shell of one $s$ and three $p$ orbitals. An electron in an orbital product on A repels an electron in an orbital product on B with an energy that depends on how both charge clouds are oriented to the bond. The NDDO approximation discards products of orbitals on different atoms and keeps this orientation dependence, so each atom pair needs
\begin{equation}
(\mu\nu|\lambda\sigma)=\iint \frac{\phi^A_\mu\phi^A_\nu(\mathbf r_1)\,\phi^B_\lambda\phi^B_\sigma(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .
\end{equation}
Hartree atomic units are used. A is at the origin, B at $R\hat{\mathbf z}$, and both atoms share the axes $x,y,z$; if the $z$ axis of B is instead pointed at A, an integral changes sign once for each $z$ orbital on B. The orbitals are real Slater functions $s=R_s/\sqrt{4\pi}$, $p_a=\sqrt{3/4\pi}\,R_p\,n_a$, with $\mathbf n=\mathbf r/r$ and $R_i=(2\zeta_i)^{n+1/2}[(2n)!]^{-1/2}r^{n-1}e^{-\zeta_i r}$, and $p_a$ is written $a$. Each atom has ten products, $ss,sx,sy,sz,xx,yy,zz,xy,xz,yz$, and the pair has 100 integrals.

\section{Counting the integrals}

The kernel $1/r_{12}$ and both nuclei are unchanged by rotations about $z$ and by the mirror $y\to-y$. By their dependence on the azimuth $\varphi$ the products are: independent of $\varphi$, $ss$, $sz$, $zz$, $xx+yy$; proportional to $(\cos\varphi,\sin\varphi)$, the pairs $(sx,sy)$ and $(xz,yz)$; proportional to $(\cos2\varphi,\sin2\varphi)$, the pair $(xx-yy,\,2xy)$, because $x^2-y^2$ and $2xy$ are the real and imaginary parts of $(x+iy)^2$.

Let $I_{m,m'}$ be the integral of a density $\propto e^{im\varphi}$ on A with one $\propto e^{im'\varphi}$ on B. A rotation by $\theta$ multiplies it by $e^{i(m+m')\theta}$ and cannot change it, so it vanishes unless $m'=-m$. This leaves $4^2+2\cdot2^2+2\cdot1^2=26$ parameters. The mirror sends $m\to-m$, so $I_{m,-m}=I_{-m,m}\equiv I$. With $\cos m\varphi=(e^{im\varphi}+e^{-im\varphi})/2$ and $\sin m\varphi=(e^{im\varphi}-e^{-im\varphi})/2i$, for $m\neq0$,
\begin{equation}
(\cos|\cos)=\tfrac14(I+I),\quad(\sin|\sin)=-\tfrac14(-I-I),\quad(\cos|\sin)=\tfrac1{4i}(-I+I)=0 .
\end{equation}
The cosine and sine channels are equal and do not mix, and $4^2+2^2+1^2=21$ parameters remain.

In Cartesian products, $xx$ and $yy$ both contain the $m=0$ density. The block $\{ss,sz,zz,xx,yy\}$ gives 25 nonzero integrals, the blocks $\{sx,xz\}$ and $\{sy,yz\}$ give 4 each, and $(xy|xy)$ one more: 34 in all. The symmetry operation $x\leftrightarrow y$ leaves 9 values among $\{ss,sz,zz\}$, $3+3$ values coupling these to $xx$, the two values $(xx|xx)=(yy|yy)$ and $(xx|yy)=(yy|xx)$, 4 values for $|m|=1$, and $(xy|xy)$: 22 distinct values. The difference between 22 and 21 is the equality of the channels for $|m|=2$, $(2xy|2xy)=(xx-yy|xx-yy)$. The left side is $4(xy|xy)$ and the right side $2(xx|xx)-2(xx|yy)$, so
\begin{equation}
(xy|xy)=\tfrac12\big[(xx|xx)-(xx|yy)\big].\label{delta}
\end{equation}
Symmetry makes 21 an upper bound on the number of independent functions. That it is reached was tested on the 22 integrals of randomly drawn Gaussian $sp$ pairs: relative to the largest singular value, the 21st is $2.2\times10^{-4}$ and the 22nd $1.7\times10^{-17}$. The bound needs different radial functions for $s$ and $p$. For Slater functions with $\zeta_s=\zeta_p$, as in MNDO, $R_s=R_p$ gives $xx+yy+zz=3\,ss$, only three $m=0$ densities per atom remain, and at most $3^2+2^2+1^2=14$ of the exact integrals are independent; the point-charge model below does not obey this relation.

For identical atoms, inversion through the midpoint exchanges A and B and reverses each $p$ orbital, so $(\mu\nu|\lambda\sigma)=(-1)^{N_p}(\lambda\sigma|\mu\nu)$, with $N_p$ the number of $p$ orbitals. The $4\times4$ block $\{ss,sz,zz,xx\}$ then has 10 magnitudes, the $|m|=1$ block 3, and $(xx|yy)$ and $(xy|xy)$ bring the total to 15. If B has an $s$ orbital alone, $(ss|ss)$, $(sz|ss)$, $(zz|ss)$ and $(xx|ss)$ remain. The counts 34, 22, 15 and 4 were tested on Slater integrals from quadrature, and 34, 22, 21 and 26 on the group projector.

\section{Moments and charge separations}

The products are
\begin{equation}
ss=\frac{R_s^2}{4\pi},\quad sa=\frac{\sqrt3R_sR_p}{4\pi}n_a,\quad ab=\frac{R_p^2}{4\pi}\Big[\delta_{ab}+3\big(n_an_b-\tfrac13\delta_{ab}\big)\Big],
\end{equation}
of angular momentum $l=0$, $l=1$, and $l=0$ plus $l=2$. The expansion of $1/r_{12}$ in spherical harmonics gives, for a density $g(r)A_l(\mathbf n)$, the potential
\begin{equation}
V=\frac{4\pi A_l(\mathbf n)}{2l+1}\Big[r^{-l-1}\!\int_0^r\! g\,r'^{\,l+2}dr'+r^l\!\int_r^\infty\! g\,r'^{\,1-l}dr'\Big].\label{pot}
\end{equation}
For Slater functions this differs from a pure multipole field $\propto r^{-l-1}$ by exponentially decaying terms. Up to such overlap terms, a product acts through its charge, its dipole and its traceless quadrupole $\Theta_{ab}=\frac12\langle3r_ar_b-r^2\delta_{ab}\rangle$.

The Dewar--Thiel model carries these moments on point charges, counted in units of the electron charge so that like signs repel: $q$ is $+1$ at the nucleus; $\mu_a$ is $\pm\frac12$ at $\pm D_1\hat{\mathbf a}$; $Q_{aa}$ is $+\frac14$ at $\pm2D_2\hat{\mathbf a}$ and $-\frac12$ at the nucleus; $Q_{ab}$ is $st/4$ at $D_2(s\hat{\mathbf a}+t\hat{\mathbf b})$ with $s,t=\pm1$. The assignment is
\begin{equation}
ss\to q,\qquad sa\to\mu_a,\qquad aa\to q+Q_{aa},\qquad ab\to Q_{ab}.\label{assign}
\end{equation}

Two sphere averages are needed. Isotropy forces $\overline{n_an_b}=k_2\delta_{ab}$ and $\overline{n_an_bn_cn_d}=k_4(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$; contraction with $\delta_{ab}$ and $\delta_{ab}\delta_{cd}$ gives $1=3k_2$ and $1=(9+3+3)k_4$.

The dipole of $\mu_z$ is $\frac12D_1+(-\frac12)(-D_1)=D_1$. That of $sz$ is $\sqrt3\,\overline{n_z^2}\int R_sR_pr^3dr$, and $\int_0^\infty r^{k}e^{-\beta r}dr=k!/\beta^{k+1}$ with $k=2n+1$, $\beta=\zeta_s+\zeta_p$ yields
\begin{equation}
D_1=\frac1{\sqrt3}\frac{(4\zeta_s\zeta_p)^{n+1/2}}{(2n)!}\frac{(2n+1)!}{(\zeta_s+\zeta_p)^{2n+2}}=\frac{2n+1}{\sqrt3}\frac{(4\zeta_s\zeta_p)^{n+1/2}}{(\zeta_s+\zeta_p)^{2n+2}} .
\end{equation}
For the $p$ shell
\begin{equation}
\langle r^2\rangle=\frac{(2\zeta_p)^{2n+1}}{(2n)!}\frac{(2n+2)!}{(2\zeta_p)^{2n+3}}=\frac{(2n+2)(2n+1)}{4\zeta_p^2}.
\end{equation}
The product $xy$ has $\langle xy\rangle=3\,\overline{n_x^2n_y^2}\langle r^2\rangle=\langle r^2\rangle/5$, and $Q_{xy}$ has $\sum q\,xy=4\cdot\frac14D_2^2$. Therefore
\begin{equation}
D_2^2=\frac{\langle r^2\rangle}{5}=\frac{4n^2+6n+2}{20\,\zeta_p^2}.
\end{equation}
The product $zz$ has $\langle z^2\rangle=3\cdot\frac3{15}\langle r^2\rangle$ and $\langle x^2\rangle=\langle y^2\rangle=3\cdot\frac1{15}\langle r^2\rangle$, so $\Theta_{zz}=\langle z^2\rangle-\langle x^2\rangle=\frac25\langle r^2\rangle=2D_2^2$. The set $Q_{zz}$ has $\sum qz^2=2\cdot\frac14(2D_2)^2=2D_2^2$ and $\sum qx^2=0$, so the outer charges must sit at $2D_2$ for one length to serve both quadrupoles. The trace is not matched: $\sum qr^2=2D_2^2$, against $\langle r^2\rangle=5D_2^2$ for the density. Charge, dipole and $\Theta_{ab}$ of all ten products were tested against quadrature for $n=2$ and $n=3$.

\section{Point-charge formulas}

With the bare kernel the sums diverge where charges meet. The model replaces it by the Klopman--Ohno form
\begin{equation}
f(u,v)=\big[u^2+v^2+\alpha^2\big]^{-1/2},\qquad \alpha=\rho^A_l+\rho^B_{l'},\qquad f(u)\equiv f(u,0),
\end{equation}
where $l,l'$ are the ranks of the two multipoles, $u=R+z_B-z_A$ is the longitudinal and $v$ the transverse separation of two charges. This is an assumed interpolation, not a consequence of the Coulomb law. The bracket $[X|Y]$ is the sum of $q_iq_jf$ over the charges of $X$ on A and $Y$ on B; $a$ and $b$ are the lengths $D_l^A$ and $D_{l'}^B$, and $s,t=\pm1$ label the $z$ displacements on A and B. For multipoles along $z$ each pair is written down directly, and the two outer charges of $Q_{xx}$ are equidistant from any point of the axis and merge into $\frac12$:
\begin{align}
[q|q]&=f(R),\qquad [q|\mu_z]=\tfrac12\sum_t t\,f(R+tb),\\
[q|Q_{zz}]&=\tfrac14\sum_tf(R+2tb)-\tfrac12f(R),\\
[q|Q_{xx}]&=\tfrac12f(R,2b)-\tfrac12f(R),\\
[\mu_z|\mu_z]&=\tfrac14\sum_{s,t}st\,f(R+tb-sa),\\
[\mu_z|Q_{zz}]&=\sum_s s\Big[\tfrac18\sum_tf(R-sa+2tb)-\tfrac14f(R-sa)\Big],\\
[\mu_z|Q_{xx}]&=\tfrac14\sum_s s\big[f(R-sa,2b)-f(R-sa)\big],\\
[Q_{zz}|Q_{zz}]&=\tfrac1{16}\sum_{s,t}f(R+2tb-2sa)+\tfrac14f(R)\nonumber\\
&\quad-\tfrac18\sum_s\big[f(R+2sa)+f(R+2sb)\big],\\
[Q_{zz}|Q_{xx}]&=\tfrac18\sum_s\big[f(R+2sa,2b)-f(R+2sa)\big]-\tfrac14f(R,2b)+\tfrac14f(R).
\end{align}
When both multipoles are odd in $x$, the four choices of sides give twice the transverse distance $|a-b|$ with a positive sign product and twice $a+b$ with a negative one. With $w(u)=f(u,a-b)-f(u,a+b)$ and the charge products $\frac14,\frac18,\frac1{16}$ doubled,
\begin{equation}
[\mu_x|\mu_x]=\tfrac12w(R),\quad[\mu_x|Q_{xz}]=\tfrac14\sum_tt\,w(R+tb),\quad[Q_{xz}|Q_{xz}]=\tfrac18\sum_{s,t}st\,w(R+tb-sa).
\end{equation}
For transverse linear quadrupoles the outer--centre pairs give $2\cdot\frac14\cdot(-\frac12)=-\frac14$ on each side and the centre--centre pair $+\frac14$; call their sum $c=\frac14[f(R)-f(R,2a)-f(R,2b)]$. The four outer--outer pairs of weight $\frac1{16}$ are two at $|2a-2b|$ and two at $2a+2b$ for parallel quadrupoles, and four at $2\sqrt{a^2+b^2}$ for perpendicular ones. Two squares in the $xy$ plane have four corner pairs in the same quadrant at $v^2=2(a-b)^2$, four opposite at $2(a+b)^2$, and eight adjacent, of negative sign, at $(a-b)^2+(a+b)^2=2a^2+2b^2$:
\begin{align}
[Q_{xx}|Q_{xx}]&=\tfrac18f(R,2a-2b)+\tfrac18f(R,2a+2b)+c,\\
[Q_{xx}|Q_{yy}]&=\tfrac14f\big(R,2\sqrt{a^2+b^2}\big)+c,\\
[Q_{xy}|Q_{xy}]&=\tfrac14\sum_{\pm}f\big(R,\sqrt2(a\pm b)\big)-\tfrac12f\big(R,\sqrt{2a^2+2b^2}\big).\label{square}
\end{align}
Seven brackets with the ranks or axes in the other order follow from $[Y|X](R;A,B)=[X|Y](-R;B,A)$: exchanging the atoms and reversing $R$ turns $u$ into $-R+z_A-z_B=-u$, and $f$ is even in $u$. An integral is the sum of brackets over the parts in (\ref{assign}), each with its own $\alpha$; for example $(sz|zz)=[\mu_z|q]+[\mu_z|Q_{zz}]$ and $(xx|yy)=[q|q]+[q|Q_{xx}]+[Q_{xx}|q]+[Q_{xx}|Q_{yy}]$, since $[q|Q_{yy}]=[q|Q_{xx}]$. The monopole in $aa$ uses the same $\rho_0$ as $ss$. The 22 assembled formulas were tested against explicit sums over charge positions at several distances, $R=0$ included.

\section{Additive terms}

At $R=0$ with B identical to A, $\alpha=2\rho_l$ for equal ranks, and three brackets are set equal to the one-centre integrals $g_{ss}=(ss|ss)$, $h_{sp}=(sz|sz)$ and $h_{pp}=(xz|xz)=(xy|xy)=\frac12(g_{pp}-g_{p2})$, where $g_{pp}=(xx|xx)$ and $g_{p2}=(xx|yy)$; the last equalities are atomic isotropy and (\ref{delta}). With $f(0,v)=\frac12[(v/2)^2+\rho^2]^{-1/2}$, the bracket $[q|q]$ is $1/2\rho_0$, the bracket $[\mu_x|\mu_x]$ is $\frac12[f(0)-f(0,2D_1)]$, equal to $[\mu_z|\mu_z]$, and (\ref{square}) has $v=0$, $2\sqrt2D_2$, $2D_2$:
\begin{align}
g_{ss}&=\frac1{2\rho_0},\qquad h_{sp}=\frac1{4\rho_1}-\frac1{4\sqrt{D_1^2+\rho_1^2}},\label{rho1}\\
h_{pp}&=\frac1{8\rho_2}-\frac1{4\sqrt{D_2^2+\rho_2^2}}+\frac1{8\sqrt{2D_2^2+\rho_2^2}} .\label{rho2}
\end{align}
At $R=0$ the bracket $[Q_{xz}|Q_{xz}]$ is the same square in another plane and gives (\ref{rho2}) too. Each equation has one positive root for a positive left side. Let $G(\tau)=(\tau+\rho^2)^{-1/2}$, so that $\partial/\partial\rho^2=\partial/\partial\tau$ and the derivatives of $G$ alternate in sign, $G'<0$. Then $4h_{sp}=G(0)-G(D^2)=-\int_0^{D^2}G'd\tau$, whose $\rho^2$ derivative $-\int G''d\tau$ is negative, and $8h_{pp}=G(0)-2G(D^2)+G(2D^2)=\int_0^{D^2}\!\!\int_0^{D^2}G''(\tau+\tau')\,d\tau\,d\tau'$, whose derivative has the sign of $G'''<0$. Both fall monotonically from $+\infty$ at $\rho\to0$ to $0$ at $\rho\to\infty$, so a bracketing root finder converges.

The three parameters are now spent, and $g_{sp}=(ss|zz)$, $g_{pp}$, $g_{p2}$ are not imposed. For the first,
\begin{equation}
(ss|zz)_{R=0}=g_{ss}+\tfrac12\big[4D_2^2+(\rho_0+\rho_2)^2\big]^{-1/2}-\tfrac12(\rho_0+\rho_2)^{-1}.\label{gsp}
\end{equation}
The correction is negative, whereas a pure $l=2$ density has no interaction with a concentric spherical one. The set $Q_{zz}$ has a spherical part, seen in its trace $2D_2^2$, and the kernel responds to it because $\nabla^2(r^2+\alpha^2)^{-1/2}=-3(r^2+\alpha^2)^{-3/2}+3r^2(r^2+\alpha^2)^{-5/2}=-3\alpha^2(r^2+\alpha^2)^{-5/2}$ does not vanish.

\section{Invariance about the bond}

The $x$ axis of the bond frame is arbitrary, so the integrals transformed to the molecular frame must not depend on it. The monopole terms and $c$ cancel in the difference (\ref{delta}), which in the model reads
\begin{equation}
(xy|xy)=\tfrac1{16}\big[f(R,2a-2b)+f(R,2a+2b)\big]-\tfrac18f\big(R,2\sqrt{a^2+b^2}\big).\label{rule}
\end{equation}
This has the form of (\ref{square}) with $a,b$ scaled by $\sqrt2$ and the weights by $\frac14$: charges $\pm\frac18$ at radius $2D_2$ replace charges $\pm\frac14$ at radius $\sqrt2D_2$. The quadrupole moments agree, $2\cdot\frac18\cdot4D_2^2=2\cdot\frac14\cdot2D_2^2$ along an axis through two charges, and the higher moments differ. Let $\delta$ be (\ref{square}) minus (\ref{rule}), $J=(xx|xx)$, $K=(xx|yy)$, $L=\frac12(J-K)+\delta$, and $x'=x\cos\theta+y\sin\theta$, $y'=-x\sin\theta+y\cos\theta$. Then $x'x'=\cos^2\theta\,xx+\sin^2\theta\,yy+\sin2\theta\,xy$ and $x'y'=\frac12\sin2\theta\,(yy-xx)+\cos2\theta\,xy$, and with $2\cos^2\theta\sin^2\theta=\frac12\sin^22\theta$,
\begin{align}
(x'x'|x'x')&=(1-\tfrac12\sin^22\theta)J+\tfrac12\sin^22\theta\,K+\sin^22\theta\,L=J+\delta\sin^22\theta,\\
(x'y'|x'y')&=\tfrac12\sin^22\theta\,(J-K)+\cos^22\theta\,L=L-\delta\sin^22\theta .
\end{align}
Invariance requires $\delta=0$, that is $L=\frac12(J-K)$, so an implementation that keeps $J$ and $K$ as given by the linear quadrupoles must take $(xy|xy)$ from (\ref{rule}). The other equalities of the counting section are exchanges $x\leftrightarrow y$, which the charge sets obey, so the matrix then has the invariant 21-parameter form. The price appears at $R=0$, where (\ref{rule}) is a quarter of the right side of (\ref{rho2}) with $D_2^2\to2D_2^2$: $(xz|xz)$ tends to $h_{pp}$ and $(xy|xy)$ is no longer tied to it.

\section{Large distance}

A charge set acts on a smooth potential $g$ through its Taylor series: $\mu_a$ gives $D_1\partial_ag+\frac16D_1^3\partial_a^3g$, $Q_{aa}$ gives $\frac14\cdot2[\frac12(2D_2)^2\partial_a^2+\frac1{24}(2D_2)^4\partial_a^4]g=D_2^2\partial_a^2g+\frac13D_2^4\partial_a^4g$, and $Q_{ab}$ gives $D_2^2\partial_a\partial_bg+\frac16D_2^4(\partial_a^3\partial_b+\partial_a\partial_b^3)g$, up to higher orders. For $\alpha=0$ the first terms are those of the orbital products, the trace being inactive since $\nabla^2(1/r)=0$. The second terms are moments the products do not have; two more derivatives of $1/R$ make their contribution smaller by a factor proportional to $D^2/R^2$. The derivatives also bring numerical factors: to leading order the relative error is $2(a^2+b^2)/R^2$ for $[\mu_z|\mu_z]$ and $10(a^2+b^2)/R^2$ for $[Q_{zz}|Q_{zz}]$. This was tested for the atoms of the worked example below, with $\alpha=0$ and $(xy|xy)$ from (\ref{rule}), by subtracting $ss$ from $xx,yy,zz$ in the Slater integrals, which isolates the brackets. The largest error relative to the Slater value is 0.0228 at 20 bohr and 0.0056 at 40 bohr, and the 21 error ratios other than $[q|q]$ lie between 0.2465 and 0.2534, around the value $\frac14$ of an $R^{-2}$ law.

For $\alpha\neq0$, $f=1/r-\alpha^2/2r^3+\dots$ adds a relative error of order $\alpha^2/R^2$ to each bracket. An integral sums brackets of different order: $[q|Q_{zz}]\to D_2^2\,\partial_z^2(1/R)=2D_2^2/R^3$, so
\begin{equation}
(ss|zz)_{\rm model}=\frac1R+\frac{2(D_2^B)^2-\frac12(\rho_0^A+\rho_0^B)^2}{R^3}+O(R^{-5}),
\end{equation}
while the Slater integral has $2(D^B_2)^2/R^3$ alone. The isotropic term cancels in $(ss|zz)-(ss|xx)$, which tends to $3(D_2^B)^2/R^3$ because $\partial_x^2(1/r)=-1/R^3$ on the axis.

\section{Worked example}

Two model atoms with $n=2$ have $\zeta_s=1.8$, $\zeta_p=1.6$ (A) and $\zeta_s=2.4$, $\zeta_p=2.2$ bohr$^{-1}$ (B), at $R=2.5$ bohr. The $\rho_l$ are fitted to the one-centre integrals of these Slater functions, where MNDO uses empirical values. The sizes of the deviations below belong to this fit: a smaller empirical $g_{ss}$ gives a larger $\rho_0$ and a larger deficit, and with the MNDO carbon values $\zeta=1.7875$ bohr$^{-1}$, $g_{ss}=12.23$ eV the model $(ss|ss)$ for two carbon atoms at 2.5 bohr lies 22\% below the Slater value. The reference is the potential (\ref{pot}) of A integrated over the density of B in prolate spheroidal coordinates, a scheme that agrees with STO-6G valence integrals to $1.2\times10^{-6}$ hartree. It is the bare Coulomb integral over the Slater functions, without orthogonalisation of the basis or correlation.

For A, $D_1=(5/\sqrt3)(11.52)^{5/2}/3.4^6=0.84172$ and $D_2=\sqrt{1.5}/1.6=0.76547$ bohr; for B, $0.62459$ and $0.55670$ bohr. From $g_{ss}^A=0.65391$ hartree, $\rho_0^A=1/(2\times0.65391)=0.76464$ bohr. The root $\rho_1^A=0.68611$ returns $0.3644-0.2302=0.1342$ in (\ref{rho1}), the value of $h_{sp}^A$, and $h_{pp}^A=\frac12(0.62625-0.55875)=0.03375$ gives $\rho_2^A=0.70560$. For B the three values are $0.57348$, $0.50617$, $0.51316$ bohr. Then, in hartree,
\begin{align*}
(ss|ss)&=[6.25+1.33812^2]^{-1/2}=0.35266,\\
(ss|sz)&=\tfrac12[3.12459^2+1.27081^2]^{-1/2}-\tfrac12[1.87541^2+1.27081^2]^{-1/2}\\
&=\tfrac12(0.29646-0.44142)=-0.07248,\\
(ss|zz)&=0.35266+\tfrac14(0.26091+0.53034)-\tfrac12(0.35617)=0.37239,
\end{align*}
the last with $\alpha=0.76464+0.51316$ and $u=2.5\pm1.1134$ in the quadrupole part. The negative sign of $(ss|sz)$ arises because the negative lobe of $sz$ on B faces A; $(sz|ss)=+0.1001$ because the positive lobe on A faces B. All 22 values are in the numerical output.

Each of the 22 model values is smaller in magnitude than its Slater value. For $(ss|ss)$ the model gives 9.60 eV, the Slater functions 10.62 eV and $1/R$ 10.88 eV, a deficit of 10\% relative to the Slater value: at this distance the Slater integral is already near $1/R$, which it approaches exponentially, while the kernel approaches it as $R^{-3}$. The largest absolute error is 0.059 hartree (1.6 eV), in $(zz|zz)$, 13\% of 0.456. Relative errors range from 3\% for $(sz|sz)$ to 62\% for $(xy|xy)$, where $\frac12(0.323107-0.320399)=0.001354$ stands against $\frac12(0.355355-0.348233)=0.003561$. The square of (\ref{square}) gives 0.001991, nearer the reference but not invariant: $\delta=0.000637$, and $\delta\sin^2(0.8)=3.3\times10^{-4}$ hartree is the largest change found on rotating by 0.4 rad, against $10^{-16}$ with (\ref{rule}).

At $R=0$, (\ref{gsp}) for A is $0.65391+0.23556-0.34008=0.54939$, 11\% below $g_{sp}=0.61437$; the model gives 0.508 and 0.479 for $g_{pp}=0.626$ and $g_{p2}=0.559$, and 0.01446 for $(xy|xy)$ against $h_{pp}=0.03375$. One-centre integrals must therefore be stored as such and not taken from the two-centre formulas. At 40 bohr, $R^3$ times the error of $(ss|ss)$ is $-0.8945$, compared with $-\frac12(1.33812)^2=-0.8953$, and the Slater coefficient $R^3[(ss|zz)-1/R]=0.6198$ equals $2(D_2^B)^2$. With these parameters the model's $R^{-3}$ coefficient of $(ss|zz)$ is $0.6198-0.8953=-0.2755$ hartree bohr$^3$, opposite in sign to the Slater one.

\section*{Computed values}
\begin{verbatim}
projector: nonzero 34, distinct 22, independent 21; rotations only 26
Gaussian samples: relative singular values 21, 22 = 2.2e-04, 1.7e-17
STO quadrature vs STO-6G, max difference = 1.2e-06 hartree
R = 2.50 bohr, n = 2 on both atoms
A: zs = 1.80, zp = 1.60 1/bohr; D1 = 0.84172, D2 = 0.76547 bohr
A: g_ss = 0.65391, h_sp = 0.13416, h_pp = 0.03375 hartree
A: rho0 = 0.76464, rho1 = 0.68611, rho2 = 0.70560 bohr
A: g_sp, g_pp, g_p2 STO = 0.61437 0.62625 0.55875 hartree
A: model at R=0        = 0.54939 0.50754 0.47862 hartree
A: invariant (xy|xy) at R=0 = 0.01446 hartree
B: zs = 2.40, zp = 2.20 1/bohr; D1 = 0.62459, D2 = 0.55670 bohr
B: g_ss = 0.87187, h_sp = 0.18294, h_pp = 0.04641 hartree
B: rho0 = 0.57348, rho1 = 0.50617, rho2 = 0.51316 bohr
B: g_sp, g_pp, g_p2 STO = 0.83317 0.86109 0.76828 hartree
B: model at R=0        = 0.73312 0.68054 0.64078 hartree
B: invariant (xy|xy) at R=0 = 0.01988 hartree
STO integrals: nonzero 34, distinct 22; homonuclear 15; sp-s pair 4
(xy|xy): square charges 0.001991, invariant rule 0.001354 hartree
max change on 0.4 rad rotation: square 3.3e-04, rule 1.1e-16 hartree
integral   model      STO (hartree)
(ss|ss)   0.352661   0.390117
(ss|sz)  -0.072480  -0.085094
(ss|zz)   0.372388   0.413546
(ss|xx)   0.340119   0.375611
(sz|ss)   0.100098   0.114691
(sz|sz)  -0.037469  -0.038502
(sz|zz)   0.108148   0.124606
(sz|xx)   0.088471   0.105407
(zz|ss)   0.389517   0.432339
(zz|sz)  -0.080489  -0.096808
(zz|zz)   0.397097   0.456027
(zz|xx)   0.367450   0.413254
(xx|ss)   0.330939   0.361714
(xx|sz)  -0.059603  -0.071143
(xx|zz)   0.343858   0.379427
(xx|xx)   0.323107   0.355355
(xx|yy)   0.320399   0.348233
(sx|sx)   0.020426   0.028935
(sx|xz)  -0.009470  -0.013239
(xz|sx)   0.014089   0.018137
(xz|xz)  -0.007944  -0.008528
(xy|xy)   0.001354   0.003561
max |model-STO| = 0.05893 hartree = 1.604 eV
(ss|ss): model 9.596 eV, STO 10.616 eV, 1/R 10.885 eV
rho=0 max relative error: R=20 bohr 0.02282, R=40 bohr 0.00563
error ratio (40/20) range 0.2465 to 0.2534
R=40: R^3(model-STO)(ss|ss) = -0.8945, -(rho0A+rho0B)^2/2 = -0.8953 hartree bohr^3
R=40: R^3[(ss|zz)-1/R] STO = 0.6198, 2 D2B^2 = 0.6198 hartree bohr^3
\end{verbatim}
